# The Dirac 1s energy of hydrogen-like mercury and its expansion

## Problem

A single electron is bound to a fixed point nucleus of charge $Z=80$, so that the ion is hydrogen-like mercury. Use Hartree atomic units, in which the electron mass, the elementary charge and $\hbar$ are 1 and the speed of light is $c=1/\alpha=137.035999$. The potential energy is $V(r)=-Z/r$. Measure the energy $E$ from the rest energy $c^2$, so that a free electron at rest has $E=0$.

(a) Reduce the Dirac equation for an $s_{1/2}$ state to two radial equations.

(b) Find the 1s solution and show that its energy is $c^2(\gamma-1)$ with $\gamma=\sqrt{1-(Z/c)^2}$. State the range of $Z$ for which the argument holds.

(c) Evaluate the energy for mercury and compare it with the Schrödinger value.

(d) Expand the energy in powers of $(Z\alpha)^2$. Counting the Schrödinger energy as the first term, how many terms are needed to come within 0.1 hartree of the full Dirac energy? Decide this from the terms alone, without using the answer to (c).

(e) Compare 0.1 hartree with the energy shift produced when the point nucleus is replaced by a uniformly charged sphere of radius 7 fm.

## Solution

### (a) The radial equations

With the rest energy subtracted, the Dirac equation is

$$
\left[c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V\right]\Psi=E\Psi ,\qquad \mathbf p=-i\nabla .
$$

Write $\Psi$ as an upper two-spinor $\varphi$ and a lower two-spinor $\eta$. In the standard representation $\boldsymbol\alpha$ couples the two through the Pauli matrices $\boldsymbol\sigma$, while $\beta-1$ is $0$ on the upper part and $-2$ on the lower part. Hence

$$
c\,\boldsymbol\sigma\cdot\mathbf p\,\eta=(E-V)\varphi,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi=(E-V+2c^2)\eta .
$$

For an $s_{1/2}$ state the upper part has no angular dependence: $\varphi=f(r)\chi$, with $\chi$ a constant two-spinor. Let $\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r$, which satisfies $\sigma_r^2=1$. Since $\nabla f=f'\,\mathbf r/r$,

$$
\boldsymbol\sigma\cdot\mathbf p\,(f\chi)=-if'\sigma_r\chi .
$$

The second Dirac equation therefore requires a lower part proportional to $\sigma_r\chi$. We write it as $\eta=-ig(r)\sigma_r\chi$; the factor $-i$ makes the radial equations real.

To act on $\eta$, put $g\sigma_r=h\,\boldsymbol\sigma\cdot\mathbf r$ with $h=g/r$. The product rule gives

$$
\boldsymbol\sigma\cdot\nabla\,(h\,\boldsymbol\sigma\cdot\mathbf r)
=h'\sigma_r(r\sigma_r)+h\sum_{i=1}^{3}\sigma_i^2
=rh'+3h .
$$

Because $h'=g'/r-g/r^2$, the right side is $g'-g/r+3g/r=g'+2g/r$. Thus

$$
\boldsymbol\sigma\cdot\mathbf p\,\eta=(-i)(-i)\left(g'+\frac{2g}{r}\right)\chi
=-\left(g'+\frac{2g}{r}\right)\chi .
$$

In the second Dirac equation the common factor $-i\sigma_r\chi$ cancels. The two radial equations are

$$
cf'=(E-V+2c^2)\,g,\qquad
-c\left(g'+\frac{2g}{r}\right)=(E-V)\,f .
$$

They hold for any central potential, which will be needed in part (e).

### (b) The 1s solution

The Schrödinger 1s function is $e^{-Zr}$. Near a point nucleus, however, $V$ grows as $1/r$, at the same rate as the derivative of a power of $r$ divided by that power. We therefore allow a power as well as an exponential, and try the same shape for both functions:

$$
f=r^{s-1}e^{-\lambda r},\qquad g=bf ,
$$

with constants $s$, $\lambda$ and $b$ to be found. A normalization factor can be applied at the end and does not affect the energy. Since $f'/f=(s-1)/r-\lambda$, dividing the radial equations by $f$ gives

$$
c\left(\frac{s-1}{r}-\lambda\right)=b\left(E+2c^2+\frac Zr\right),
$$

$$
-cb\left(\frac{s+1}{r}-\lambda\right)=E+\frac Zr .
$$

In the second line the term $2g/r$ has changed $s-1$ into $s+1$. Each equation must hold at every $r$, so the coefficients of $1/r$ and the constants must match separately:

$$
c(s-1)=bZ,\qquad -cb(s+1)=Z,
$$

$$
-c\lambda=b(E+2c^2),\qquad cb\lambda=E .
$$

These are four conditions for the four unknowns $s,b,\lambda,E$.

**The power.** The first condition gives $b=c(s-1)/Z$. Inserting this in the second gives $-c^2(s-1)(s+1)=Z^2$, or

$$
s^2=1-\frac{Z^2}{c^2}=\gamma^2 ,\qquad s=\pm\gamma .
$$

The sign is decided by normalization. The radial probability density is proportional to $(f^2+g^2)r^2=(1+b^2)f^2r^2$, which behaves as $r^{2s}$ near the origin. Its integral converges there if $2s>-1$. The choice $s=-\gamma$ is thus excluded when $\gamma>1/2$, that is, when $Z^2/c^2<3/4$ or

$$
Z<\frac{\sqrt3}{2}\,c=118.68 .
$$

Mercury is well inside this range, and $s=\gamma$. For larger $Z$, up to $Z=c$, both powers are normalizable at the origin, and a further condition would be needed to choose between them. Beyond $Z=c$ the number $\gamma$ is imaginary and the solution found here no longer applies.

**The energy.** From $b=c(\gamma-1)/Z$ and $Z^2/c^2=1-\gamma^2=(1-\gamma)(1+\gamma)$,

$$
b^2=\frac{(1-\gamma)^2}{(1-\gamma)(1+\gamma)}=\frac{1-\gamma}{1+\gamma}.
$$

Multiply the third condition by $b$ and use the fourth to replace $cb\lambda$ by $E$:

$$
-E=b^2(E+2c^2)\quad\Longrightarrow\quad E=-\frac{2c^2b^2}{1+b^2}.
$$

Here $1+b^2=2/(1+\gamma)$, so that $b^2/(1+b^2)=(1-\gamma)/2$ and

$$
E=c^2(\gamma-1).
$$

The fourth condition now fixes the decay constant. Since $cb=c^2(\gamma-1)/Z$,

$$
\lambda=\frac{E}{cb}=Z .
$$

This is positive, so the function also decays at large distance. Up to normalization, the solution is

$$
f=r^{\gamma-1}e^{-Zr},\qquad g=\frac{c(\gamma-1)}{Z}\,f .
$$

**Why this is the 1s state.** Neither function has a node at finite $r>0$. When $c\to\infty$ at fixed $Z$, $\gamma-1$ approaches $-Z^2/(2c^2)$. Then $b$ approaches $-Z/(2c)$ and vanishes, $f$ becomes $e^{-Zr}$, and $E$ becomes $-Z^2/2$. These are the Schrödinger 1s function and energy.

The fraction $b^2/(1+b^2)=(1-\gamma)/2$ is the share of the normalization carried by the lower two-spinor. The energy of this state is $-2c^2$ times that share, so a deeper level goes with a larger lower component.

### (c) The energy of mercury

The size of relativistic effects can be judged from the Schrödinger 1s function $\psi=e^{-Zr}$. Its gradient has magnitude $Z\psi$, so the mean of $p^2$ is $Z^2$. The root-mean-square momentum is $Z$, and in the nonrelativistic description this is also the speed. Relative to the speed of light it is

$$
Z\alpha=\frac{80}{137.035999}=0.583788 .
$$

This is not a small number. Define $x=(Z\alpha)^2$. Then

$$
x=0.340809,\qquad \gamma=\sqrt{1-0.340809}=0.811906 .
$$

The formula $c^2(\gamma-1)$ multiplies a difference by the large number $c^2=18778.865$, which magnifies the rounding of $\gamma$. A better form for hand calculation follows from $c^2(1-\gamma^2)=Z^2$:

$$
E=-c^2(1-\gamma)=-\frac{c^2(1-\gamma^2)}{1+\gamma}=-\frac{Z^2}{1+\gamma}.
$$

For mercury,

$$
E=-\frac{6400}{1.811906}=-3532.19\ \text{hartree},
$$

or $-96.116$ keV. The Schrödinger energy is $-Z^2/2=-3200$ hartree. The Dirac level is lower by 332.19 hartree, which is 10.38 percent of the magnitude of the Schrödinger energy. The form $-Z^2/(1+\gamma)$ shows the direction of the change at once: $\gamma<1$ makes the denominator smaller than 2.

The ratio of the lower to the upper radial function is $b=-0.322196$, the same at every distance. The lower component carries $(1-0.811906)/2=0.094$ of the normalization, or about 9 percent. The upper function contains the factor $r^{-0.188}$, which diverges at the point nucleus, but weakly enough for the state to be normalizable.

### (d) The expansion and the number of terms

**Coefficients.** Let $S(x)=\sqrt{1-x}$ and write

$$
S=1-\sum_{k=1}^{\infty}a_kx^k .
$$

Differentiating the square root gives $S'=-1/(2S)$. Multiplication by $2S^2=2(1-x)$ turns this into the linear equation

$$
2(1-x)S'=-S .
$$

Insert the series, for which $S'=-\sum_k k\,a_kx^{k-1}$. The terms without $x$ give $-2a_1=-1$, so $a_1=1/2$. The terms in $x^k$ with $k\ge1$ give

$$
-2(k+1)a_{k+1}+2k\,a_k=a_k
\quad\Longrightarrow\quad
a_{k+1}=\frac{2k-1}{2k+2}\,a_k .
$$

The ratio of successive terms, $x(2k-1)/(2k+2)$, tends to $x$, so the series converges for $0\le x<1$. Its sum is the square root, because a first-order linear equation with the starting value $S(0)=1$ has one solution on this interval.

The energy is therefore

$$
E=-\sum_{k=1}^{\infty}t_k,\qquad t_k=c^2a_kx^k,
$$

with

$$
t_1=\frac{c^2x}{2}=\frac{Z^2}{2},\qquad
t_{k+1}=t_k\,x\,\frac{2k-1}{2k+2}.
$$

The first three terms read

$$
E=-\frac{Z^2}{2}-\frac{Z^4}{8c^2}-\frac{Z^6}{16c^4}-\dots
$$

The first is the Schrödinger energy, and the others are relativistic corrections.

**Bounds on the remainder.** Let $R_N=t_{N+1}+t_{N+2}+\dots$ be what is missing after $N$ terms. All $t_k$ are positive, so every partial sum lies above the Dirac energy by $R_N$, and $R_N>t_{N+1}$.

For an upper bound, note that $2k-1<2k+2$. Each term is therefore smaller than $x$ times the one before it, and the remainder is smaller than a geometric series:

$$
R_N<t_{N+1}(1+x+x^2+\dots)=\frac{t_{N+1}}{1-x}.
$$

Together,

$$
t_{N+1}<R_N<\frac{t_{N+1}}{1-x}.
$$

These bounds need the terms and $x$, but not the square root itself.

**Numbers.** Starting from $t_1=3200$ hartree, the factors $(2k-1)/(2k+2)$ are $1/4$, $1/2$, $5/8$, $7/10$, $3/4$, $11/14$ and $13/16$. For example,

$$
t_2=3200\times\frac{0.340809}{4}=272.65,\qquad
t_3=272.65\times\frac{0.340809}{2}=46.46 ,
$$

both in hartree. Continuing in this way gives the table below, with all energies in hartree. Its last column is the partial sum minus the full Dirac energy; it is shown for comparison and is not used in the decision.

| $N$ | $t_N$ | Partial sum | $R_N$ |
|---|---:|---:|---:|
| 1 | 3200.0000 | −3200.0000 | 332.1921 |
| 2 | 272.6469 | −3472.6469 | 59.5452 |
| 3 | 46.4602 | −3519.1072 | 13.0849 |
| 4 | 9.8963 | −3529.0034 | 3.1887 |
| 5 | 2.3609 | −3531.3643 | 0.8277 |
| 6 | 0.6035 | −3531.9678 | 0.2243 |
| 7 | 0.1616 | −3532.1294 | 0.0627 |
| 8 | 0.0447 | −3532.1742 | 0.0179 |

Six terms are not enough, because the lower bound gives

$$
R_6>t_7=0.1616\ \text{hartree}>0.1\ \text{hartree}.
$$

Fewer terms leave a still larger remainder, since all the terms have the same sign. Seven terms are enough, because the upper bound gives

$$
R_7<\frac{t_8}{1-x}=\frac{0.0447}{0.659191}\ \text{hartree}\approx0.068\ \text{hartree}<0.1\ \text{hartree}.
$$

The answer is seven terms: the Schrödinger energy and six relativistic corrections. The last one kept is proportional to $Z^2(Z\alpha)^{12}$.

**What the series shows.** The leading correction $t_2$ supplies 272.65 of the 332.19 hartree, or 82 percent of the relativistic lowering. The 59.5 hartree left over shows that a treatment stopping at order $Z^4/c^2$ is a poor approximation to this level on an absolute scale.

The nonrelativistic limit appears in the same terms. If $c$ were ten times larger at the same $Z$, $t_2$ would fall by a factor of $10^2$ and $t_3$ by a factor of $10^4$. The energy would be $-(3200+2.7265+0.0046)=-3202.7311$ hartree, with later terms too small to change the digits shown. Almost all of the small correction would then come from $t_2$.

In the other direction, the ratio of distant terms approaches $x$, so convergence slows as $Z$ approaches $c$. The number seven belongs to $Z=80$ and to the absolute tolerance of 0.1 hartree; it is not a general property of the expansion.

### (e) The tolerance and the size of the nucleus

The 0.1 hartree in part (d) measures how well a truncated series reproduces the point-nucleus formula. It does not measure how well that formula describes a real ion. A nucleus of finite size gives one estimate of the difference.

Let the charge $Z$ fill a sphere of radius $R$ uniformly. At $r<R$ the enclosed charge is $Zr^3/R^3$, so $dV/dr=Zr/R^3$. Outside the sphere $V=-Z/r$. Integrating inward from $V(R)=-Z/R$ gives

$$
V(r)=-\frac ZR-\frac{Z}{2R^3}(R^2-r^2)
=-\frac{Z}{2R}\left(3-\frac{r^2}{R^2}\right),\qquad r<R .
$$

The attraction at the centre is now finite. To compare the two potentials inside the sphere, set $u=r/R$. The magnitude of the new potential divided by $Z/r$ is $(3u-u^3)/2$, which rises from 0 at the centre to 1 at the surface. The sphere therefore attracts the electron less strongly than the point charge does, and the level should rise.

The trial functions of part (b) do not solve the equations inside the sphere, so we find the energy by numerical integration. It is convenient to follow the ratio $w=g/f$. From $w'=g'/f-wf'/f$ and the radial equations,

$$
w'=-\frac{2w}{r}-\frac{E-V}{c}-\frac{w^2}{c}(E-V+2c^2).
$$

At the centre the regular solution has constant $f$ and $g$ proportional to $r$, so $w$ starts from zero. This equation was integrated outward from near the centre and inward from $r=40/Z$ with an adaptive Runge–Kutta method, using $\ln r$ as the variable. The inward integration was started from $w=0$. At large distance the equation has the nearly constant solutions $w\approx\pm\sqrt{-E/(E+2c^2)}\approx\pm0.32$; the negative one belongs to the solution that decays with distance, and it takes over during inward integration from any start below about $+0.3$. A start at or above the positive value must be avoided, because $f$ then passes through zero on the way in and $w$ diverges. The energy was then adjusted until the two ratios agreed at $r=1/Z$.

For the chosen model radius $R=7$ fm the result is $-3530.21$ hartree. The shift from the point-nucleus value is

$$
-3530.206-(-3532.192)=+1.986\ \text{hartree}.
$$

The digits belong to the chosen model: the shift grows by about 0.045 hartree for each 0.1 fm added to $R$, and a Gaussian charge distribution with the same root-mean-square radius gives 1.967 hartree instead. In either case the shift is about twenty times the tolerance of 0.1 hartree. It is also larger than the 0.83 hartree missing after five terms of the series. In this model, then, five terms already make the truncation error smaller than the effect of nuclear size. Seven terms are needed for the mathematical question in part (d), but the point-nucleus energy they approximate differs from the energy of the sphere model by much more than 0.1 hartree.

The sphere is itself a model. Both calculations hold the nucleus fixed and leave out the corrections of quantum electrodynamics. These are not smaller than the effect of nuclear size: the leading vacuum-polarization term alone, evaluated to first order in the point-nucleus state, is about $-1.7$ hartree. Neither energy should therefore be taken as a prediction of the measured binding energy at the precision of the digits shown.
